Neutron Structure Factor of a Silica Network and Its Truncation Ripples

A simulation cell of silica with a side of 21.5 Å gives pair distributions out to about 10.7 Å. If their Fourier integral is simply stopped there, the computed structure factor acquires oscillations about 0.59 Å⁻¹ apart, less evenly spaced close to a diffraction peak. They overlap the region near 1.5 Å⁻¹ (a rough value) where silica glass has its first diffraction peak, so they can be mistaken for medium-range order, or distort real order. The theorem below connects the pair distributions to the neutron signal, shows where these oscillations come from, and gives their period and size at large Q. A corollary treats them around a diffraction peak.

**Setting and conventions**

N atoms occupy a periodic cube of side L and volume V = L³, with number density ρ = N/V. Species a has N_a atoms, fraction c_a = N_a/N and coherent scattering length b_a. Define

b̄ = Σ_a c_a b_a,  m = Σ_a c_a b_a².

Atomic units are used in the algebra; the relations are geometric and hold in any length unit. Scattering is treated in the static approximation: energy transfers are integrated over without inelastic corrections. Multiple and incoherent scattering are left out. The coherent intensity per atom is

I(Q⃗) = (1/N) |Σ_j b_j exp(iQ⃗·r⃗_j)|².  (1)

The neutron structure factor and its reduced form are

S(Q) = 1 + [I(Q) − m]/b̄²,  F(Q) = Q[S(Q) − 1],  (2)

where I(Q) is averaged over configurations and directions. Subtracting m removes each atom's scattering with itself. Since I ≥ 0, S ≥ 1 − m/b̄².

The partial distribution g_ab(r) is defined so that an a atom has on average 4πr²ρc_b g_ab(r)dr atoms of species b in the shell from r to r + dr. Let

w_ab = c_a c_b b_a b_b/b̄²,
D(r) = 4πρr Σ_ab w_ab [g_ab(r) − 1].  (3)

The sum runs over ordered pairs of species, so unlike pairs enter twice. The weights add to one because Σ_ab c_a b_a c_b b_b = b̄².

**Theorem**

(a) For a homogeneous, isotropic system with absolutely integrable D, and Q > 0,

F(Q) = ∫₀^∞ D(r) sin(Qr) dr.  (4)

(b) Let F_R be the same integral stopped at R. If F, continued as an odd function, is absolutely integrable, then

F_R(Q) = (1/π) ∫_{−∞}^{∞} F(Q′) sin[(Q−Q′)R]/(Q−Q′) dQ′.  (5)

(c) If D, continued as an odd function, is four times continuously differentiable, then at large Q

F_R(Q) = −D(R) cos(QR)/Q + D′(R) sin(QR)/Q² + D″(R) cos(QR)/Q³ + O(Q⁻⁴).  (6)

Where the true F has died out, this whole signal is a truncation ripple of period

ΔQ = 2π/R, which is 4π/L for R = L/2.  (7)

**Proof of (a)**

Expand the square in (1). The terms i = j give (1/N)Σ_j b_j² = m. For i ≠ j, average the phase over directions, with μ the cosine of the angle between Q⃗ and the separation:

½ ∫_{−1}^{1} exp(iQrμ) dμ = sin(Qr)/(Qr).

There are Nc_a atoms of species a, each with the partners counted by g_ab. Hence

I(Q) − m = Σ_ab c_a c_b b_a b_b ρ ∫₀^∞ 4πr² g_ab(r) [sin(Qr)/(Qr)] dr.

Write g_ab = 1 + (g_ab − 1). The constant 1 describes a uniform medium, whose transform is confined to Q = 0, the unscattered beam. For Q > 0 only g_ab − 1 remains. Dividing by b̄² and multiplying by Q turns r²/(Qr) into r/Q and cancels the 1/Q, which gives (4). ∎

The same calculation for one pair of species defines the partial structure factor

S_ab(Q) = 1 + 4πρ ∫₀^∞ r²[g_ab(r) − 1] sin(Qr)/(Qr) dr,

and S = Σ_ab w_ab S_ab. Neutrons thus measure one weighted sum, from which the three partials cannot be separated without further data.

**Proof of (b)**

The inverse of the sine transform (4) is D(r) = (2/π)∫₀^∞ F(Q′) sin(Q′r) dQ′. Insert it in F_R and do the r integral first, which absolute integrability of F permits:

∫₀^R sin(Q′r) sin(Qr) dr = ½{sin[(Q−Q′)R]/(Q−Q′) − sin[(Q+Q′)R]/(Q+Q′)}.

In the second term replace Q′ by −Q′. Because F is odd, the minus sign is absorbed, and the term supplies the negative half of the integral in (5). ∎

The cut therefore smears F with the kernel sin(qR)/(πq). For R = 10.739 Å its full width at half height is about 0.35 Å⁻¹, and its deepest side lobe is −0.217 of its central height. The width is lost resolution; the side lobes are the ripples.

**Proof of (c)**

Integrate by parts three times. Oddness gives D(0) = D″(0) = 0, and sin(0) = 0 removes the other terms at r = 0:

F_R = −D(R) cos(QR)/Q + (1/Q) ∫₀^R D′ cos(Qr) dr
 = −D(R) cos(QR)/Q + D′(R) sin(QR)/Q² − (1/Q²) ∫₀^R D″ sin(Qr) dr
 = −D(R) cos(QR)/Q + D′(R) sin(QR)/Q² + D″(R) cos(QR)/Q³ − (1/Q³) ∫₀^R D‴ cos(Qr) dr.

One more integration by parts shows that the last term is O(Q⁻⁴). Every displayed term oscillates as cos(QR) or sin(QR), which gives (7). ∎

Smoothness matters here. If all pair separation vectors are broadened by an isotropic three-dimensional Gaussian of standard deviation σ along each axis, the odd function D is convolved with a one-dimensional Gaussian of the same σ, and F is multiplied by exp(−Q²σ²/2). Each derivative of D can bring a factor of order 1/σ, so (6) is useful when Qσ ≫ 1. In that regime the true F is also exponentially small. At smaller Q, signal and ripple overlap. The exact change made by the cut is then minus the part of the integral (4) beyond R; (5) expresses the same cut as a convolution.

**Lemma: the periodic cell alone makes no ripples**

For one configuration, let k⃗ run over the wavevectors allowed by the cell, with components 2π/L times integers. Count pairs with all periodic images, but leave out the images of an atom as its own partners. Then, understood after broadening or damping so that the sum converges,

b̄² D(r) = (4π/V) [Σ_{k≠0} (I_k − m) sin(kr)/k − m r].  (8)

Proof. The weighted density of distinct pairs is

P(r⃗) = (1/N) Σ_{i≠j} b_i b_j Σ_T δ(r⃗ − r⃗_ij − T⃗),

where T⃗ runs over the cell translations. P is periodic, and its Fourier coefficient is

∫_V P exp(−ik⃗·r⃗) d³r = (1/N) Σ_{i≠j} b_i b_j exp(−ik⃗·r⃗_ij) = I_k − m.

At k = 0, I₀ = (Nb̄)²/N = Nb̄², which contributes ρb̄² to the mean density. Therefore

P(r⃗) − ρb̄² = (1/V) [Σ_{k≠0} (I_k − m) exp(ik⃗·r⃗) − m].

By (3), b̄²D(r) is 4πr times the directional average of the left side. The average of exp(ik⃗·r⃗) is sin(kr)/(kr), which gives (8). ∎

Thus the intensities at allowed wavevectors determine the complete pair density of the periodic configuration, weighted by scattering lengths, with no radial cut. The cell restricts those wavevectors to a grid; the ripples enter when a radial integral is stopped sharply. The choice R ≤ L/2 is natural because a sphere of that radius fits inside the cube of nearest images. Counting further images extends the range, but increasingly reports the imposed periodicity.

To test (8) without a sharp cut, multiply it by exp(−s²r²/2) sin(Qr) and integrate over r. The two integrals needed are

∫₀^∞ exp(−s²r²/2) sin(kr) sin(Qr) dr = (1/2s)√(π/2) {exp[−(Q−k)²/2s²] − exp[−(Q+k)²/2s²]},

∫₀^∞ r exp(−s²r²/2) sin(Qr) dr = √(π/2) (Q/s³) exp(−Q²/2s²).

The first follows from the product formula for sines and the Gaussian cosine integral; the second is minus the Q derivative of that cosine integral. With s = 0.35 Å⁻¹, the pair-distribution route and the wavevector route differ by at most 2.3 × 10⁻⁴ Å⁻¹ for the network below, at test points from Q = 0.5 to 6 Å⁻¹. The largest magnitude of the damped transform at these points is 0.80 Å⁻¹.

**Example: a network with the connectivity of silica**

The AX₂ network has 216 A atoms in the role of silicon and 432 X atoms in the role of oxygen. Each A is linked to four X, and each X links two A. Bond switching and a short partial anneal disordered a cristobalite-type start. The cell side is 21.477 Å and σ = 0.10 Å. The scattering lengths are round parameters, b_A = 4 × 10⁻⁵ Å and b_X = 6 × 10⁻⁵ Å, so

b̄ = (1/3)(4 × 10⁻⁵) + (2/3)(6 × 10⁻⁵) = 5.333 × 10⁻⁵ Å.

The fractions of b̄ carried by A and X are 0.25 and 0.75. The weights are 0.25² = 0.0625 for AA, 2 × 0.25 × 0.75 = 0.375 for the two unlike orders together, and 0.75² = 0.5625 for XX. Pairs containing X thus carry 94% of the weight, although their contributions to the signal can partly cancel.

This is a poor structural model of silica glass. Its energy is 8.3 eV per A atom in the chosen model, which combines springs with a soft repulsion between unlinked atoms. The A–X peak lies at 1.74 Å although the springs favour 1.60 Å, and an A atom has on average 3.62 X atoms within 2.2 Å, so some of the A–X links, four per A atom, are longer than that. The starting crystal's order is no longer visible in its {220} reflections: their mean intensity from the A atoms, scaled to 1 for the crystal, is 0.0036, against 0.0046 for random positions. Some order does survive in the {111} reflections at 1.52 Å⁻¹, which are less sensitive to displacements: S averages 2.1 over their four independent wavevectors, against a mean of about 0.6 for the other allowed wavevectors within 0.2 Å⁻¹. The theorem does not depend on the quality of the network, but the values of S should not be read as predictions for silica.

To isolate the ripple, take Q from 80 to 100 Å⁻¹. This range is a diagnostic, not a proposed measurement. Already at its lower end Qσ = 8, and the broadening factor is exp(−32), about 10⁻¹⁴. For the cut at L/2, R = 10.739 Å and

2π/R = 6.2832/10.739 = 0.5851 Å⁻¹ = 0.3096 bohr⁻¹.

The period measured from the zeros of F_R is also 0.5851 Å⁻¹. Moving the cut to 3L/8 = 8.054 Å, with the atoms unchanged, lengthens the measured period to 0.7802 Å⁻¹; the formula gives 0.7801 Å⁻¹. The period follows the cut.

Unless D(R) is close to zero, where the derivative terms of (6) take over, the amplitude follows D at the cut. For R = L/2, D(R) = −0.0676 Å⁻²; this value shifts by about 0.002 Å⁻² when the bin width of the pair histogram is changed from R/2800 to R/2400, so its last digit belongs to the binning used here. The mean of 1/Q² over the window is (1/80 − 1/100)/20 = 1/8000 Å², so the leading term of (6) predicts an rms of

0.0676/√(2 × 8000) = 5.34 × 10⁻⁴ Å⁻¹,

against a computed 5.43 × 10⁻⁴ Å⁻¹. With all three terms of (6), the largest deviation is 0.15% of the largest |F_R| in the window; for the shorter cut it is 0.48%. The value of D(R) corresponds to a weighted g − 1 of

−0.0676/(4π × 0.06541 × 10.739) = −0.0077.

A departure of under one per cent from uniform density at the cut thus suffices to produce the ripple. It need not be a real correlation. The broadened shell at R holds effectively (N²/2)(4πR²)(2√π σ)/V ≈ 1.1 × 10⁴ pairs, so in a single configuration of independent atoms counting alone scatters g − 1 by about 0.01.

At ordinary Q the separation is less clean. Changing the cut from L/2 to 3L/8 changes S from 0.879 to 0.823 at Q = 0.4 Å⁻¹, and from 0.996 to 1.028 at 0.7 Å⁻¹. At 4.0 Å⁻¹ both cuts give 1.118. These differences contain all the pair structure between the two radii, whether real or statistical, so they measure sensitivity to the cut rather than ripple alone. In a single configuration of this size, changes this large occur even for independent atoms. On the tabulated grid, all three versions of S have a local maximum at 1.6 Å⁻¹. Its persistence argues against a pure ripple, but does not exclude the statistical scatter of a single configuration, and its height depends on the treatment: 0.639 and 0.629 for the sharp cuts, and 0.597 with the window discussed below. A small part of it, about 0.02 to 0.03 in S, comes from the surviving {111} order of the starting crystal; with that excess removed, a weaker maximum remains. Averaged directly over the allowed wavevectors in bins 0.15 Å⁻¹ wide, S is 0.63 ± 0.09 near 1.6 Å⁻¹, against 0.55 to 0.60 in the two bins on either side, where the error is the standard error among the wavevectors of this one configuration. The maximum is therefore not resolved from scatter and must not be read as the medium-range order of a glass.

**Corollary: ripples around a diffraction peak**

Medium-range order can be modelled by D(r) = A exp(−κr) sin(Q₁r), where 1/κ is the correlation length. Use

sin(Q₁r) sin(Qr) = ½{cos[(Q−Q₁)r] − cos[(Q+Q₁)r]}

and define the tail integral

J(q) = ∫_R^∞ exp(−κr) cos(qr) dr = Re{exp[−(κ−iq)R]/(κ−iq)}
 = exp(−κR) [κ cos(qR) − q sin(qR)]/(κ² + q²).

The cut removes this tail, so

F_R(Q) − F(Q) = −(A/2) [J(Q−Q₁) − J(Q+Q₁)].  (9)

Setting R = 0 in J gives the full peak,

F(Q) = (A/2) {κ/[κ² + (Q−Q₁)²] − κ/[κ² + (Q+Q₁)²]}.

At Q = Q₁, if the mirror terms in Q + Q₁ are neglected, the fraction exp(−κR) of the peak height is lost. For q = Q − Q₁ with |q| ≫ κ, the near term in (9) becomes (A/2) exp(−κR) sin(qR)/q: false side lobes around a real peak.

Take A = 1 Å⁻², κ = 0.2 Å⁻¹, Q₁ = 1.5 Å⁻¹ and R = 10.739 Å. The height falls from 2.489 to 2.184 Å⁻¹, a loss of 12.2%. The estimate exp(−2.148) gives 11.7%; the difference comes from the mirror terms. Direct integration confirms both (9) and the convolution (5) for this model.

There are two limits. If κR ≫ 1, the order has decayed inside the cell and the cut changes the peak little, although ripples can still matter in its weak wings. If κR → 0, the cut peak has height AR/2, again without its mirror term, and a width of about 3.8/R. Its shape then reports the cut radius, not the correlation length of the material.

**Remark: a fixed number of atoms**

A finite cell has another effect, which the ideal gas isolates. An atom of species a has N_a − 1 possible like partners rather than N_a, so for independent, uniformly placed atoms g_aa = 1 − 1/N_a, while unlike pairs have g_ab = 1. Since w_aa/N_a = c_a b_a²/(N b̄²), equation (3) gives

D(r) = −4πρr m/(N b̄²) = −4πr m/(V b̄²).

With x = QR and ∫₀^R r sin(Qr) dr = (sin x − x cos x)/Q², the cut transform is

S_R(Q) − 1 = −(m/b̄²)(4πR³/3V) × 3(sin x − x cos x)/x³.  (10)

The infinite ideal gas has S − 1 = 0, so (10) is entirely artificial. At R = L/2 the volume ratio is π/6. As x → 0 the last factor tends to 1, and the error tends to −1.03125 × 0.5236 = −0.540. It does not shrink as N grows at fixed density; it is concentrated at Q of order 1/R, a range that narrows as the cell grows, and has an oscillating tail that falls as 1/(QR)². Random sampling at x = 0.50 gives −0.529, against −0.527 from (10).

The error is absent when S is computed directly from the amplitudes in (1) at the allowed wavevectors, instead of from the cut integral. For independent uniform positions, the average of exp[ik⃗·(r⃗_i − r⃗_j)] vanishes for i ≠ j and k ≠ 0, so the mean I_k equals m and S = 1. The error comes from combining a fixed number of atoms with an integral cut at a sphere. Equation (10) must not be used to correct the network, whose atoms are not independent.

**Remark: a smooth end to the integral**

The Lorch window multiplies D by W(r) = sin(πr/R)/(πr/R). It has W(R) = 0 and W′(R) = −1/R. Applying (6) to DW, the first term vanishes, and (DW)′(R) = −D(R)/R leaves

−D(R) sin(QR)/(RQ²).

When D(R) is not close to zero, this is smaller than the sharp-cut ripple by about 1/(QR). At Q = 90 Å⁻¹ and R = 10.739 Å the estimate is 1.03 × 10⁻³; the computed rms ratio over the window is 1.09 × 10⁻³. The deepest kernel lobe shrinks from −0.217 to −0.048 of the central height, but the kernel width grows from about 0.35 to 0.51 Å⁻¹. The window suppresses ripples by giving up resolution; it cannot restore correlations beyond R. It can also change a real peak more than the sharp cut does: for the model peak of the corollary, with full height 2.489 Å⁻¹, the sharp cut leaves 2.184 Å⁻¹ and the Lorch window 1.682 Å⁻¹.

A doubtful feature is therefore best examined by varying R with the atoms fixed, applying a smooth window, and comparing with amplitudes at allowed wavevectors. A feature whose spacing follows 2π/R is due to the cut. One that survives belongs to the simulated configuration, though a larger cell and an average over configurations are still needed to show that it belongs to the material. The numerical output lists the remaining values.

Calculated quantities

```
atoms A, X: 216, 432
cell side L = 21.477 A; density = 0.06541 A^-3
rest lengths A-X, X-X, A-A = 1.600, 2.613, 3.100 A
switches: forced 150, tried 200, accepted 35
anneal kT = 0.30 eV; final strain per A = 8.349 eV
crystal order left (1 = crystal) = 0.0036
same for random positions = 0.0046
b_A, b_X = 4.0e-05, 6.0e-05 A; <b> = 5.3333e-05 A
<b^2>/<b>^2 = 1.03125; lower bound of S = -0.03125
weights AA, AX+XA, XX = 0.0625, 0.3750, 0.5625
pair broadening = 0.10 A
g_AA: highest peak below 4 A at 3.459 A, height 2.00
g_AX: highest peak below 4 A at 1.737 A, height 3.96
g_XX: highest peak below 4 A at 2.619 A, height 1.41
X atoms within 2.2 A of an A atom = 3.620
g route vs wavevector route, damping s = 0.35 A^-1:
  largest |F| = 0.8021, difference = 2.3e-04 A^-1
cut L/2: R = 10.739 A, D(R) = -0.0676 A^-2, D'(R) = 0.069 A^-3
  period measured 0.5851, 2pi/R 0.5851 A^-1
  rms F for Q = 80-100 A^-1: 5.43e-04 A^-1
  ripple formula relative error: 1.5e-03
cut 3L/8: R = 8.054 A, D(R) = -0.0945 A^-2, D'(R) = -0.777 A^-3
  period measured 0.7802, 2pi/R 0.7801 A^-1
  rms F for Q = 80-100 A^-1: 7.66e-04 A^-1
  ripple formula relative error: 4.8e-03
period for cut L/2 = 0.3096 bohr^-1
Lorch/sharp rms ripple, Q = 80-100 A^-1: 1.09e-03
sharp kernel: full width 0.354 A^-1, deepest lobe -0.217
Lorch kernel: full width 0.507 A^-1, deepest lobe -0.048
Q (A^-1)   S cut L/2   S cut 3L/8   S Lorch L/2
   0.4       0.879       0.823       0.871
   0.7       0.996       1.028       0.916
   1.0       0.704       0.682       0.697
   1.3       0.528       0.544       0.581
   1.6       0.639       0.629       0.597
   1.9       0.535       0.538       0.548
   2.2       0.528       0.532       0.579
   2.5       0.774       0.764       0.756
   2.8       0.890       0.904       0.886
   4.0       1.118       1.118       1.117
   5.0       1.042       1.046       1.042
damped peak: Q1 = 1.50, kappa = 0.20 A^-1, A = 1.0 A^-2
  full height 2.4889, cut at L/2 2.1841 A^-1
  lost fraction 0.1225, exp(-kappa R) 0.1167
ideal gas, 30 atoms, 12000 samples, S_R - 1:
  QR = 0.50: sampled -0.5292, formula -0.5266
  QR = 3.00: sampled -0.1853, formula -0.1867
  QR = 5.76: sampled 0.0471, formula 0.0465
```
